**Ion counts for a given error in skewness and kurtosis**

For $N$ independent, equally weighted stopped ions with a Gaussian depth profile, the standard errors of sample skewness and kurtosis are $\sqrt{6/N}$ and $\sqrt{24/N}$, so an error of 0.01 needs 60,000 and 240,000 ions. Here $z$ is the depth measured from the mean in units of the straggle, and a response is the first-order change of a shape number per unit weight added at $z$. The program asserts that the response formulas agree with finite contamination of a skewed profile, and that quadrature gives the Gaussian constants 6 and 24. It checks the near-Gaussian expansion symbolically from cumulants, and by quadrature finds that its remainder falls by factors of 16.00 and 16.09 when the skewness is halved. Repeated sampling of Gaussian profiles and of a skewed profile made of 100 exponential steps agrees with the predicted errors within four units of sampling noise. The kurtosis bias $-6/(N+1)$ is tested at 100 ions, where the formula gives $-0.0594$ and the simulation $-0.0634\pm0.0023$. The output also shows how the counts change for a skewed profile, a profile cut at the surface, and one with a 2% channelled tail, for which the kurtosis count rises to about one billion.

## Program and output

```python
"""
Result under test: for N independent, equally weighted stopped ions with a
Gaussian depth profile, the standard errors of sample skewness and kurtosis
are sqrt(6/N) and sqrt(24/N), so an error of 0.01 needs 60,000 and 240,000 ions.

Symbols: z = (depth - mean)/straggle; skew = <z^3>; kurt = <z^4>;
excess = kurt - 3; response = first-order change of skew or kurt per unit
weight added at z; V3, V4 = mean squared responses; N = V / error^2.
Depths in nm; shape numbers are dimensionless.
"""
import numpy as np
import sympy as sp
from math import comb
from scipy.stats import norm, pearson3


def trapezoid_rule(density, start, stop, count=40001):
    points = np.linspace(start, stop, count)
    weights = density(points) * (points[1] - points[0])
    weights[0] *= 0.5
    weights[-1] *= 0.5
    return points, weights / weights.sum()


def profile_shape(points, weights):
    mean = np.sum(weights * points)
    straggle = np.sqrt(np.sum(weights * (points - mean)**2))
    z = (points - mean) / straggle
    return mean, straggle, np.sum(weights * z**3), np.sum(weights * z**4)


def responses(z, skew, kurt):
    r3 = z**3 - 3*z - skew - 1.5*skew*(z**2 - 1)
    r4 = z**4 - kurt - 4*skew*z - 2*kurt*(z**2 - 1)
    return r3, r4


def error_constants(points, weights):
    mean, straggle, skew, kurt = profile_shape(points, weights)
    r3, r4 = responses((points - mean) / straggle, skew, kurt)
    return np.sum(weights * r3**2), np.sum(weights * r4**2)


def sample_statistics(draw, ions, runs):
    """Mean, straggle, skewness and kurtosis of each simulated run."""
    table = np.empty((runs, 4))
    for i in range(runs):
        x = draw(ions)
        mean = x.mean()
        x = x - mean
        square = x * x
        m2 = square.mean()
        m3 = np.dot(square, x) / ions
        m4 = np.dot(square, square) / ions
        table[i] = mean, np.sqrt(m2), m3 / m2**1.5, m4 / m2**2
    return table


# Inputs of the example
projected_range = 130.0   # nm
straggle_nm = 50.0        # nm
target_error = 0.01
skew_example = 0.2
channelled_fraction = 0.02
channelled_length = 100.0  # nm

# Responses against finite contamination of a skewed profile
gamma_points, gamma_weights = trapezoid_rule(
    lambda z: pearson3.pdf(z, skew_example), -9.0, 14.0)
g_mean, g_sd, g_skew, g_kurt = profile_shape(gamma_points, gamma_weights)
small = 1e-5
for place in (-2.3, 0.6, 1.7, 3.1):
    shifted = []
    for amount in (small, -small):
        shifted.append(profile_shape(
            np.append(gamma_points, place),
            np.append((1 - amount) * gamma_weights, amount)))
    slope = (np.array(shifted[0]) - np.array(shifted[1])) / (2 * small)
    expected = responses((place - g_mean) / g_sd, g_skew, g_kurt)
    assert np.allclose(slope[2:], expected, rtol=1e-4, atol=1e-4)

# Gaussian constants by quadrature, and the share carried by the far tails
gauss_points, gauss_weights = trapezoid_rule(norm.pdf, -12.0, 12.0)
V3, V4 = error_constants(gauss_points, gauss_weights)
assert abs(V3 - 6) < 1e-6 and abs(V4 - 24) < 1e-6
N3, N4 = V3 / target_error**2, V4 / target_error**2
r3, r4 = responses(gauss_points, 0.0, 3.0)
far = np.abs(gauss_points) > 3
far_ions = 2 * norm.sf(3)
far_share3 = np.sum((gauss_weights * r3**2)[far]) / V3
far_share4 = np.sum((gauss_weights * r4**2)[far]) / V4

# Near-Gaussian expansion, symbolically from cumulants to moments
eps, g, k, c5, c6, c7, c8, zs = sp.symbols('eps g k c5 c6 c7 c8 z')
cumulant = [0, 0, 1, g*eps, k*eps**2, c5*eps**3, c6*eps**4,
            c7*eps**5, c8*eps**6]
moment = [sp.Integer(1)]
for n in range(1, 9):
    moment.append(sp.expand(sum(
        comb(n-1, j-1) * cumulant[j] * moment[n-j] for j in range(1, n+1))))
for response, claimed in zip(
        responses(zs, moment[3], moment[4]),
        (6 + eps**2*(9*k - sp.Rational(9, 2)*g**2),
         24 + eps**2*(72*k + 144*g**2))):
    poly = sp.Poly(sp.expand(response**2), zs)
    value = sp.expand(sum(c * moment[p[0]] for p, c in poly.terms()))
    low_order = sum(value.coeff(eps, p) * eps**p for p in range(4))
    assert sp.simplify(sp.nsimplify(low_order) - claimed) == 0


# The same expansion against quadrature: remainder must be of fourth order
def expansion(skew, excess):
    return np.array([6 + 9*excess - 4.5*skew**2,
                     24 + 72*excess + 144*skew**2])


remainders = []
for s in (0.2, 0.1):
    pts, wts = trapezoid_rule(lambda z: pearson3.pdf(z, s), -9.0, 14.0)
    shape = profile_shape(pts, wts)
    remainders.append(np.array(error_constants(pts, wts))
                      - expansion(shape[2], shape[3] - 3))
remainder_ratio = remainders[0] / remainders[1]
assert np.all(np.abs(remainder_ratio - 16) < 1)

# Repeated simulated runs
rng = np.random.default_rng(20)
runs_a, runs_b, runs_c = 1000, 600, 1500
ions_a, ions_b, ions_c = int(round(N3)), int(round(N4)), 20000


def draw_gauss(n):
    return projected_range + straggle_nm * rng.standard_normal(n)


spread_a = sample_statistics(draw_gauss, ions_a, runs_a).std(axis=0, ddof=1)
spread_b = sample_statistics(draw_gauss, ions_b, runs_b).std(axis=0, ddof=1)
range_error = straggle_nm / np.sqrt(N3)
straggle_error = straggle_nm / np.sqrt(2 * N3)
predicted_a = np.array([range_error, straggle_error,
                        np.sqrt(V3/ions_a), np.sqrt(V4/ions_a)])
predicted_b = predicted_a * np.sqrt(ions_a / ions_b)
# A spread from R runs has relative noise 1/sqrt(2R); four such units allowed
assert np.all(np.abs(spread_a/predicted_a - 1) < 4/np.sqrt(2*runs_a))
assert np.all(np.abs(spread_b/predicted_b - 1) < 4/np.sqrt(2*runs_b))

# Skewed profile: each depth is the sum of equal-mean exponential steps
steps = int(round(4 / skew_example**2))
gamma_V = np.array(error_constants(gamma_points, gamma_weights))
spread_c = sample_statistics(lambda n: rng.standard_gamma(steps, n),
                             ions_c, runs_c).std(axis=0, ddof=1)[2:]
predicted_c = np.sqrt(gamma_V / ions_c)
assert np.all(np.abs(spread_c/predicted_c - 1) < 4/np.sqrt(2*runs_c))

# Finite-N bias of kurtosis, tested where it is large enough to see
bias_ions, bias_runs = 100, 40000
small_runs = sample_statistics(rng.standard_normal, bias_ions, bias_runs)
measured_bias = small_runs[:, 3].mean() - 3
bias_noise = small_runs[:, 3].std(ddof=1) / np.sqrt(bias_runs)
predicted_bias = -6 / (bias_ions + 1)
assert abs(measured_bias - predicted_bias) < 4 * bias_noise

# Skewness at which a gamma-shaped profile needs 10% more ions for kurtosis
skew_limit = np.sqrt(0.1 / (3*1.5 + 6))
limit_rule = trapezoid_rule(lambda z: pearson3.pdf(z, skew_limit), -9.0, 14.0)
limit_growth = error_constants(*limit_rule)[1] / V4
assert abs(limit_growth - 1.1) < 0.005


# Neglected effects for the example
def gauss_depth(x):
    return norm.pdf(x, projected_range, straggle_nm)


surface_loss = norm.cdf(-projected_range / straggle_nm)
cut_rule = trapezoid_rule(gauss_depth, 0.0, projected_range + 12*straggle_nm)
core = trapezoid_rule(gauss_depth, projected_range - 12*straggle_nm,
                      projected_range + 12*straggle_nm)
tail = trapezoid_rule(
    lambda x: np.exp(-(x - projected_range) / channelled_length),
    projected_range, projected_range + 60*channelled_length)
channel_rule = (np.concatenate([core[0], tail[0]]),
                np.concatenate([(1 - channelled_fraction) * core[1],
                                channelled_fraction * tail[1]]))
coarse_cut = trapezoid_rule(gauss_depth, 0.0,
                            projected_range + 12*straggle_nm, 20001)
grid_shift = abs(error_constants(*coarse_cut)[1]
                 / error_constants(*cut_rule)[1] - 1)
assert grid_shift < 1e-4

print(f"Projected range (rough input): {projected_range:.0f} nm")
print(f"Straggle (rough input): {straggle_nm:.0f} nm")
print(f"Target standard error: {target_error:.2f}")
print(f"Gaussian mean squared response, skewness: {V3:.4f}")
print(f"Gaussian mean squared response, kurtosis: {V4:.4f}")
print(f"Ions needed for skewness: {N3:.0f}")
print(f"Ions needed for kurtosis: {N4:.0f}")
print(f"Ions beyond 3 straggles: {100*far_ions:.3f} %")
print(f"Their share of skewness variance: {100*far_share3:.1f} %")
print(f"Their share of kurtosis variance: {100*far_share4:.1f} %")
print(f"Range error at {ions_a} ions: {range_error:.3f} nm")
print(f"Straggle error at {ions_a} ions: {straggle_error:.3f} nm")
for ions, runs, spread in ((ions_a, runs_a, spread_a),
                           (ions_b, runs_b, spread_b)):
    print(f"Simulated, {ions} ions, {runs} runs: "
          f"skewness error {spread[2]:.5f}, kurtosis error {spread[3]:.5f}")
print(f"Kurtosis bias at {bias_ions} ions: formula {predicted_bias:.4f}, "
      f"simulated {measured_bias:.4f} +/- {bias_noise:.4f}")
print(f"Kurtosis bias at {ions_b} ions, formula: {-6/(ions_b+1):.2e}")
print(f"Gamma profile skewness for 10% more kurtosis ions: {skew_limit:.3f}")
print(f"Quadrature growth factor there: {limit_growth:.4f}")
approx = expansion(g_skew, g_kurt - 3) / target_error**2
print(f"Expansion for skewness {g_skew:.2f}, excess {g_kurt-3:.3f}: "
      f"{approx[0]:.0f} and {approx[1]:.0f} ions")
print(f"Remainder ratio on halving skewness: "
      f"{remainder_ratio[0]:.2f} and {remainder_ratio[1]:.2f}")
print(f"Skewed runs, {steps} steps, {ions_c} ions, {runs_c} runs:")
print(f"  skewness error: formula {predicted_c[0]:.5f}, "
      f"simulated {spread_c[0]:.5f}")
print(f"  kurtosis error: formula {predicted_c[1]:.5f}, "
      f"simulated {spread_c[1]:.5f}")
print(f"Gaussian fraction outside the surface: {100*surface_loss:.3f} %")
print(f"Channelled fraction (input): {100*channelled_fraction:.0f} %")
print(f"Channelled decay length (input): {channelled_length:.0f} nm")
for name, rule in (("Skewed profile", (gamma_points, gamma_weights)),
                   ("Surface-cut Gaussian", cut_rule),
                   ("Gaussian with channelled tail", channel_rule)):
    shape = profile_shape(*rule)
    need = np.array(error_constants(*rule)) / target_error**2
    print(f"{name}: skewness {shape[2]:.3f}, kurtosis {shape[3]:.3f}")
    print(f"  ions for skewness {need[0]:.0f}, for kurtosis {need[1]:.0f}")
print(f"Relative shift on doubling grid step (cut profile): {grid_shift:.1e}")
print("no test failed")
```

It prints:

```
Projected range (rough input): 130 nm
Straggle (rough input): 50 nm
Target standard error: 0.01
Gaussian mean squared response, skewness: 6.0000
Gaussian mean squared response, kurtosis: 24.0000
Ions needed for skewness: 60000
Ions needed for kurtosis: 240000
Ions beyond 3 straggles: 0.270 %
Their share of skewness variance: 34.8 %
Their share of kurtosis variance: 54.8 %
Range error at 60000 ions: 0.204 nm
Straggle error at 60000 ions: 0.144 nm
Simulated, 60000 ions, 1000 runs: skewness error 0.01017, kurtosis error 0.02029
Simulated, 240000 ions, 600 runs: skewness error 0.00473, kurtosis error 0.01006
Kurtosis bias at 100 ions: formula -0.0594, simulated -0.0634 +/- 0.0023
Kurtosis bias at 240000 ions, formula: -2.50e-05
Gamma profile skewness for 10% more kurtosis ions: 0.098
Quadrature growth factor there: 1.1009
Expansion for skewness 0.20, excess 0.060: 63600 and 340800 ions
Remainder ratio on halving skewness: 16.00 and 16.09
Skewed runs, 100 steps, 20000 ions, 1500 runs:
  skewness error: formula 0.01784, simulated 0.01769
  kurtosis error: formula 0.04152, simulated 0.04176
Gaussian fraction outside the surface: 0.466 %
Channelled fraction (input): 2 %
Channelled decay length (input): 100 nm
Skewed profile: skewness 0.200, kurtosis 3.060
  ions for skewness 63630, for kurtosis 344838
Surface-cut Gaussian: skewness 0.085, kurtosis 2.848
  ions for skewness 46614, for kurtosis 174404
Gaussian with channelled tail: skewness 0.678, kurtosis 8.085
  ions for skewness 4853480, for kurtosis 1022416204
Relative shift on doubling grid step (cut profile): 3.4e-08
no test failed
```
